# Zero-Field Splitting of π² Molecules from Hund's Case (a) to (c)

## What fails without the closed formula

A heavy linear molecule with two electrons in a π shell has a ground term ³Σ⁻ that spin-orbit coupling splits into a lower component X0⁺ and an upper component 1. Two short estimates of this splitting suggest themselves, and each fails in a regime that a program may well meet.

The first is second-order perturbation theory on the ³Σ⁻ term. With an exchange integral of 0.40 eV and a spinor splitting of 1.50 eV it gives 2.81 eV, whereas diagonalization within the same model gives 1.15 eV. The second takes one determinant of spinors for each component. With the same exchange integral and a spinor splitting of 0.10 eV it puts X0⁺ 0.30 eV above component 1, although X0⁺ lies 0.012 eV below it.

The cure is a two-by-two matrix. Its solution covers both regimes and shows which input quantities an implementation needs.

## Model and conventions

The nuclei are fixed on the $z$ axis. Two electrons occupy one π shell; all other shells are closed or empty. This is the leading configuration, though not a quantitative description, of BiH, with its π shell over filled σ orbitals, and Te₂-type molecules, with two electrons in the antibonding $\pi_g$ shell over a filled $\pi_u$ shell. Rotation, the magnetic spin-spin interaction and mixing with other configurations are left out at first; σ mixing is added later. Energies are counted from the sum of the two spin-free orbital energies.

From real orbitals $x$ and $y$ form

$$\pi_\pm=\frac{x\pm iy}{\sqrt2},\qquad l_z\pi_\pm=\pm\hbar\,\pi_\pm .$$

The spin functions are $\alpha$ and $\beta$, with $s_z=\pm\hbar/2$. The projection of the total electronic angular momentum on the axis is $\hbar\Omega$, and that of one electron is $\hbar\omega$.

Each value $\omega=\pm\tfrac32,\pm\tfrac12$ occurs once in the π shell, so an axially symmetric one-electron spin-orbit operator is diagonal there. Time reversal makes the energies for $\omega$ and $-\omega$ equal. The operator is linear in the spin, so its diagonal elements for $\pi_+\alpha$ and $\pi_+\beta$ add to zero. These facts fix its form within the shell:

$$H_{\rm SO}=\frac{a}{\hbar^2}\sum_{i=1}^{2}l_{z,i}s_{z,i},\qquad a=\varepsilon(\pi_{3/2})-\varepsilon(\pi_{1/2}).$$

The spinors $\pi_+\alpha,\pi_-\beta$ lie at $+a/2$, and $\pi_+\beta,\pi_-\alpha$ at $-a/2$.

Coulomb integrals are written

$$(pq|rs)=\iint p^*(1)q(1)\frac{e^2}{4\pi\varepsilon_0r_{12}}r^*(2)s(2)\,d^3r_1d^3r_2 .$$

Two of them are needed:

$$J_0=(\pi_+\pi_+|\pi_-\pi_-),\qquad K=(\pi_+\pi_-|\pi_-\pi_+).$$

The two densities in $K$ are complex conjugates of each other. $K$ is therefore a Coulomb self-energy and is positive.

For a program that works with real orbitals, put $J_{xx}=(xx|xx)$, $J_{xy}=(xx|yy)$ and $K_{xy}=(xy|xy)$. Since $\pi_+^*\pi_-=(x^2-y^2-2ixy)/2$, and the cross terms vanish under $y\to-y$,

$$K=\tfrac14(2J_{xx}-2J_{xy})+K_{xy}.$$

A rotation by 45° turns the density $xy$ into $(x^2-y^2)/2$ up to sign, so $K_{xy}=(J_{xx}-J_{xy})/2$. Hence

$$K=2K_{xy}=J_{xx}-J_{xy},\qquad J_0=\tfrac12(J_{xx}+J_{xy}).$$

The second relation follows from $|\pi_\pm|^2=(x^2+y^2)/2$. Confusing $K$ with $K_{xy}$ puts a factor of two into the term separations.

## The six determinants

Let $|pq|=[p(1)q(2)-q(1)p(2)]/\sqrt2$. The determinants with $\Omega\ge0$ are:

| Determinant | $\Omega$ | $H_{\rm SO}$ |
|---|---:|---:|
| $\lvert\pi_+\alpha\;\pi_+\beta\rvert$ | 2 | 0 |
| $\lvert\pi_+\alpha\;\pi_-\alpha\rvert$ | 1 | 0 |
| $A=\lvert\pi_+\alpha\;\pi_-\beta\rvert$ | 0 | $+a$ |
| $B=\lvert\pi_-\alpha\;\pi_+\beta\rvert$ | 0 | $-a$ |

The other two are the time-reversed partners with $\Omega=-1,-2$. In spinor language $A$ is $\pi_{3/2}^2$, $B$ is $\pi_{1/2}^2$, and the remaining four belong to $\pi_{1/2}\pi_{3/2}$.

Both $\Omega=0$ determinants have reflection symmetry $0^+$. The reflection $y\to-y$ is an inversion followed by a rotation through π about $y$. It exchanges $\pi_+$ and $\pi_-$. Inversion leaves spin alone, and the rotation gives $\alpha\to\beta$, $\beta\to-\alpha$. Thus

$$A\to|\pi_-\beta\;(-\pi_+\alpha)|=|\pi_+\alpha\;\pi_-\beta|=A,$$

where exchanging the columns cancels the minus sign. The same steps give $B\to B$. Symmetry therefore allows the two to mix.

## Coulomb energies and terms

For determinants of orthonormal spin orbitals,

$$\big\langle|pq|\,\big|V\big|\,|rs|\big\rangle=(pr|qs)-(ps|qr),$$

and an integral vanishes if the spins within either of its pairs differ. Since $|\pi_+|^2=|\pi_-|^2$, every direct integral is $J_0$. For $\Omega=2$ the spins are opposite and there is no exchange; for $\Omega=1$ they are parallel:

$$E(2)=J_0,\qquad E(1)=J_0-K.$$

In $A$ and $B$ the spins are opposite, so both diagonal elements are $J_0$. Their coupling is

$$\langle A|V|B\rangle=(\pi_+\pi_-|\pi_-\pi_+)=K,$$

because the second integral of the rule vanishes by spin.

Without spin-orbit coupling the eigenstates are $(A\pm B)/\sqrt2$. Writing out the determinants gives

$$A\pm B=\frac{1}{\sqrt2}(\pi_+\pi_-\pm\pi_-\pi_+)(\alpha\beta\mp\beta\alpha),$$

with electron 1 first in every product. The upper sign is the singlet ¹Σ⁺ and the lower the triplet component ³Σ⁻₀. Their energies are $J_0+K$ and $J_0-K$. With $\Omega=1$ at $J_0-K$ and $\Omega=2$ at $J_0$, the terms are

$$E({}^3\Sigma^-)=J_0-K,\quad E({}^1\Delta)=J_0,\quad E({}^1\Sigma^+)=J_0+K.$$

This is the case (a) end. A Σ term has no first-order spin-orbit splitting, so "case (a)" means here that states are labelled by $\Lambda$, $S$ and $\Sigma$ with rotation ignored.

## Second-order splitting

Between triplet and singlet the spin-orbit element is

$$\tfrac12(\langle A|-\langle B|)H_{\rm SO}(|A\rangle+|B\rangle)=\tfrac12[a-(-a)]=a,$$

while both diagonal elements are $\tfrac12(a-a)=0$. Relative to $J_0$, the $0^+$ block in the order (³Σ⁻₀, ¹Σ⁺) is

$$\begin{pmatrix}-K&a\\a&K\end{pmatrix}.$$

The triplet component lies $2K$ below its partner. Second-order perturbation theory lowers it by $a^2/(2K)$. The $\Omega=1$ state has no other $\Omega=1$ state in π² to mix with and does not move. Hence, for $|a|\ll K$,

$$D\equiv E(1)-E({\rm X}0^+)\simeq\frac{a^2}{2K}=\frac{a^2}{E({}^1\Sigma^+)-E({}^3\Sigma^-)} .$$

In this limit the singlet weight in X0⁺ is $a^2/(4K^2)$, and the splitting is $2K$ times this weight. The sign of $a$ has no effect on $D$.

## Closed solution

Set $R=\sqrt{K^2+a^2}$. The characteristic equation of the block is $(E-J_0)^2-K^2-a^2=0$, so

$$E(0^+)=J_0\mp R,\qquad D=R-K=\frac{a^2}{R+K}.$$

The last form follows from $(R-K)(R+K)=a^2$. It is the one to program, since it subtracts no nearly equal numbers when $a$ is small.

The ratio of the second-order estimate to $D$, which is one plus its error relative to $D$, is

$$\frac{a^2/(2K)}{D}=\frac{R+K}{2K}=\frac12\left(1+\sqrt{1+\frac{a^2}{K^2}}\right).$$

For $a\ne0$ this exceeds one, so within the model the estimate is too large. For $a\gg K$, expanding $R$ gives

$$D=a-K+\frac{K^2}{2a}+\dots$$

Here $a$ is the cost of moving one electron from $\pi_{1/2}$ to $\pi_{3/2}$, and $-K$ is the exchange energy gained in the $\Omega=1$ determinant. The single-determinant estimate is $a-K$. It is too small, because $R>a$.

The composition of X0⁺ follows from derivatives of its energy $J_0-R$. By the Hellmann–Feynman theorem at fixed $J_0$, the derivative with respect to $K$ is the singlet weight minus the triplet weight, $2w_S-1=-K/R$. The derivative with respect to $a$ is the weight of $A$ minus that of $B$, $1-2w_B=-a/R$. Therefore

$$w_S=\frac12\left(1-\frac KR\right),\qquad w_B=\frac12\left(1+\frac aR\right).$$

At weak coupling X0⁺ contains $\pi_{1/2}^2$ and $\pi_{3/2}^2$ almost equally, so one determinant of spinors cannot describe it. At strong coupling with $a>0$ it becomes $\pi_{1/2}^2$, while its singlet weight tends to one half.

## Correlation of the levels

For $a>0$ the two ends are joined as follows:

- ³Σ⁻₀ becomes the $0^+$ state of $\pi_{1/2}^2$.
- ³Σ⁻₁ becomes the $\Omega=1$ state of $\pi_{1/2}\pi_{3/2}$.
- ¹Δ₂ becomes the $\Omega=2$ state of $\pi_{1/2}\pi_{3/2}$.
- ¹Σ⁺₀ becomes the $0^+$ state of $\pi_{3/2}^2$.

For Te₂-type molecules each label carries an additional $g$. For $a\ne0$ we have $-R<-K<0<R$, so the order X0⁺, 1, 2, upper $0^+$ holds throughout the model. The distance between levels 1 and 2 stays $K$: spin-orbit coupling shifts neither, and at the case (c) end $K$ is the Coulomb splitting within $\pi_{1/2}\pi_{3/2}$.

The parameters can be recovered from level distances. If $T=2R$ separates the two $0^+$ levels, then $R+K=T-D$ and

$$K=\frac T2-D,\qquad |a|=\sqrt{D(T-D)}.$$

The model then places level 2 at $T/2$ above X0⁺. A computed or measured level 2 that lies elsewhere shows an effect outside the pure π² model.

## Worked numbers

Take the round model values $K=0.40$ eV and $a=0.50$ eV, not assigned to a molecule. Then

$$R=\sqrt{0.16+0.25}\ \text{eV}=0.6403\ \text{eV},$$

$$D=0.6403-0.4000=0.2403\ \text{eV},$$

or 1938 cm⁻¹. The second-order estimate is $0.25/0.80=0.3125$ eV, which is 30% above $D$. The singlet weight is $(1-0.4000/0.6403)/2=0.188$, and the $\pi_{1/2}^2$ weight is $(1+0.5000/0.6403)/2=0.890$.

Reading the levels backwards, $T=1.2806$ eV gives $K=0.6403-0.2403=0.400$ eV and $a=\sqrt{0.2403\times1.0403}=0.500$ eV. Using the second-order formula instead, with the correct $K$, would give $a=\sqrt{0.80\times0.2403}=0.438$ eV, 12% too small.

With the same $K$, the two neighbouring regimes are:

| $a$ (eV) | $D$ (eV) | $a^2/(2K)$ (eV) | $w_S$ | $w_B$ |
|---:|---:|---:|---:|---:|
| 0.10 | 0.0123 | 0.0125 | 0.015 | 0.621 |
| 1.50 | 1.1524 | 2.8125 | 0.371 | 0.983 |

These splittings are 99 and 9295 cm⁻¹. In the last row the strong-coupling expansion gives $1.50-0.40+0.16/3.00=1.153$ eV.

## Mixing with σ orbitals

The full operator $(\zeta/\hbar^2)\,\mathbf l\cdot\mathbf s$ of a p shell also contains $(\zeta/2\hbar^2)(l_+s_-+l_-s_+)$. Since $l_-\pi_+=\sqrt2\,\hbar\,\sigma$ up to a phase,

$$|\langle\sigma\alpha|H_{\rm SO}|\pi_+\beta\rangle|=\frac{\zeta}{\sqrt2}.$$

The same holds for $\pi_-\alpha$ and $\sigma\beta$. The spinors with $|\omega|=3/2$ have no σ partner. Let σ lie a large distance $\Delta$ from π, and define $\delta=\zeta^2/(2\Delta)$.

**Empty σ above.** An electron promoted into σ must return from there, so to order $1/\Delta$ the effect is a one-electron shift, $-\delta$ for each occupied $\pi_{1/2}$ spinor. The shifts are 0 for $A$, $-2\delta$ for $B$, and $-\delta$ for $\Omega=1$ and 2. Apart from a common $-\delta$, this is the pattern of $H_{\rm SO}$ with strength $\delta$. Hence $a=\zeta+\delta$.

**Filled σ below.** A σ electron can be promoted only into an empty $\pi_{1/2}$ spinor. With $n_{1/2}$ such spinors occupied, the shift is $-\delta(2-n_{1/2})$. Its variable part is $+\delta n_{1/2}$, so $a=\zeta-\delta$.

A molecule such as BiH has σ orbitals of both kinds. At this order their contributions add with opposite signs, each with its own matrix element and gap, so the sign of the net correction has to be computed.

The Coulomb repulsion acts at the same order. It moves electron pairs between π and σ and so couples ¹Σ⁺ to a state $2\Delta$ higher. The singlet is $(x^2+y^2)/\sqrt2$ in real orbitals, so the coupling is $\sqrt2K_{x\sigma}$. In an atomic p shell $K_{x\sigma}=K_{xy}=K/2$, and the singlet falls by $(K^2/2)/(2\Delta)=K^2/(4\Delta)$. The closed-shell σ² or π⁴ partner has no ³Σ⁻ or ¹Δ component, so those terms are not lowered in this way. Single promotions between π and σ by the Coulomb repulsion are forbidden, since they would change the total orbital projection.

The distance $2K$ must therefore be replaced by the spin-free gap $T_S=E({}^1\Sigma^+)-E({}^3\Sigma^-)$. With the triplet at zero, the $0^+$ block has diagonal elements $0,T_S$ and coupling $a$, so

$$D=\sqrt{\frac{T_S^2}{4}+a^2}-\frac{T_S}{2}=\frac{a^2}{\sqrt{T_S^2/4+a^2}+T_S/2}.$$

Terms of order $1/\Delta^2$ are omitted. The numerical check confirms that the remainder falls more than threefold when $\Delta$ is doubled from 20 to 40 eV.

For $\zeta=0.50$ eV and $\Delta=20$ eV, $\delta=0.25/40=0.00625$ eV. The singlet falls by $0.16/80=0.002$ eV, in accord with the computed $T_S=0.798$ eV. An empty σ gives $D=0.24559$ eV from the formula and 0.24565 eV from full diagonalization; a filled σ gives 0.23582 eV and 0.23578 eV. Using $a=\zeta$ would give 0.2407 eV in either case. The large gap was chosen to isolate the leading order. When $\Delta$ is comparable with $\zeta$ or $K$, the σ orbitals belong in the diagonalization.

## Two equal heavy atoms

For a Te₂-type molecule write $\pi_{g\pm}=(\pi_{1\pm}-\pi_{2\pm})/\sqrt2$, where 1 and 2 label the atoms and their overlap is neglected. If each atom's spin-orbit operator acts on its own orbitals, then $a=\tfrac12(\zeta+\zeta)=\zeta$: the atomic coupling survives undiminished.

The exchange integral does not. The density $\pi_{g+}^*\pi_{g-}$ is half the sum of the two atomic densities, so

$$K_g=\tfrac14(2K_{\rm atom}+2K_{12})=\tfrac12(K_{\rm atom}+K_{12}),$$

where $K_{12}$ is the interaction between the exchange densities on different atoms. When $K_{12}$ is small, $K_g$ is about half the atomic value and $a/K$ about twice as large. Delocalization over two atoms thus moves the molecule towards case (c).

For Gaussian p functions with exponent 0.5 bohr⁻², $K_g/K_{\rm atom}$ is 0.5001 at 10 bohr. At 4 bohr it is 0.519, whereas the formula with $K_{12}/K_{\rm atom}=0.018$ gives 0.509. The difference is the effect of the neglected overlap.

The long-distance value concerns the integral, not the dissociating molecule. As the atoms separate, $\pi_u$ and $\pi_g$ approach each other in energy, and $\pi_u^2\pi_g^4$ mixes with $\pi_u^4\pi_g^2$. A single π² configuration is then no longer a valid starting point. Even near the equilibrium distance, mixing with other valence configurations matters: for Te₂ it brings the spin-free gap $T_S$ down to roughly half of $2K_g$, so $T_S$, and not the bare integral, must be used.

## Choosing the inputs

Take $T_S$ from a spin-free calculation that describes both Σ terms, and $a$ from a one-electron spinor splitting. If the spinors already contain σ mixing, $\delta$ must not be added again. This recipe takes the spin-orbit element between the two terms to be the one-electron $a$. That is exact only for pure π² states. When other configurations carry noticeable weight, as in Te₂, where π² makes up about 0.9 of X0⁺, the resulting $D$ is an estimate that can be off by some ten per cent.

The occupation used to obtain the spinors matters. In Hartree–Fock theory with $\pi_{1/2}^2$ occupied and fixed orbitals, an occupied π spinor feels one other π electron, through $J_0$. An empty $\pi_{3/2}$ spinor feels two, through $2J_0-K$. The eigenvalue difference is then

$$\varepsilon(\pi_{3/2})-\varepsilon(\pi_{1/2})=a+J_0-K,$$

which is not the required parameter. With half an electron in each of the four spinors, every spinor feels $\tfrac12(3J_0-K)$ from the other three. The Coulomb parts cancel in the difference, and $a$ remains. Both statements, like the model itself, assume that $\pi_{1/2}$ and $\pi_{3/2}$ share one spatial orbital. In very heavy atoms their radial parts differ, the Coulomb integrals then depend on the spinor, and the cancellation is only approximate.

## Numbers as computed

```
Exchange integral K = 0.40 eV
Spin-free 1Delta above 3Sigma- = 0.4000 eV
Spin-free 1Sigma+ above 3Sigma- = 0.8000 eV
Spinor splitting a = 0.10 eV, a/K = 0.250
  level 1 above X0+ (D) = 0.01231 eV = 99.3 cm^-1
  level 2 above X0+ = 0.41231 eV
  upper 0+ above X0+ = 0.82462 eV
  second-order estimate of D = 0.01250 eV
  second-order estimate / D = 1.0154
  singlet weight in X0+ = 0.0149
  pi_1/2 squared weight in X0+ = 0.6213
Spinor splitting a = 0.50 eV, a/K = 1.250
  level 1 above X0+ (D) = 0.24031 eV = 1938.3 cm^-1
  level 2 above X0+ = 0.64031 eV
  upper 0+ above X0+ = 1.28062 eV
  second-order estimate of D = 0.31250 eV
  second-order estimate / D = 1.3004
  singlet weight in X0+ = 0.1877
  pi_1/2 squared weight in X0+ = 0.8904
Spinor splitting a = 1.50 eV, a/K = 3.750
  level 1 above X0+ (D) = 1.15242 eV = 9294.9 cm^-1
  level 2 above X0+ = 1.55242 eV
  upper 0+ above X0+ = 3.10483 eV
  second-order estimate of D = 2.81250 eV
  second-order estimate / D = 2.4405
  singlet weight in X0+ = 0.3712
  pi_1/2 squared weight in X0+ = 0.9831
Sigma mixing: zeta = 0.50 eV, gap = 20 eV
Sigma empty above: spin-free gap T_S = 0.79799 eV
  dressed splitting a = 0.50625 eV
  D, full diagonalization = 0.24565 eV
  D, formula with dressed a = 0.24559 eV
  D, formula with bare zeta = 0.24069 eV
Sigma filled below: spin-free gap T_S = 0.79799 eV
  dressed splitting a = 0.49375 eV
  D, full diagonalization = 0.23578 eV
  D, formula with dressed a = 0.23582 eV
  D, formula with bare zeta = 0.24069 eV
Two Gaussian p shells, exponent 0.5 bohr^-2
  distance 4 bohr: K_g/K_atom = 0.5186, K_12/K_atom = 0.0182
  distance 10 bohr: K_g/K_atom = 0.5001, K_12/K_atom = 0.0002
```
